# Resonant Scattering Dip of a Plasmon Coupled to a Narrow Emitter

**Question.** A metal nanocavity has a plasmon resonance that loses its energy quickly. A single emitter with a much narrower resonance sits in the cavity. Both are modelled as classical oscillators with the same resonance frequency $\omega_0$, and light drives only the plasmon:

$$\ddot x+\kappa\dot x+\omega_0^2x+2g\omega_0\,y=F\cos\omega t,$$
$$\ddot y+\gamma\dot y+\omega_0^2y+2g\omega_0\,x=0 .$$

Here $x$ (plasmon) and $y$ (emitter) are displacements multiplied by the square root of the oscillating mass, so that one constant $g$, a rate, couples them symmetrically. $F$ is the driving force divided by the square root of the plasmon mass. The damping rates satisfy $\gamma\ll\kappa$, and $2g<\omega_0$. The plasmon dipole is proportional to $x$; until part (f), the emitter's own dipole radiation is neglected.

For numbers take the round model values $\hbar\omega_0=2000$ meV, $\hbar\kappa=200$ meV, $\hbar\gamma=2$ meV and $\hbar g=20$ meV.

## (a) The plasmon alone

*Explain what $\kappa$ measures and why a steady state is reached. Find the steady amplitude of the plasmon at $\omega=\omega_0$ without the emitter.*

**Answer.** Without drive or coupling, multiplying the plasmon equation by $\dot x$ gives

$$\frac{d}{dt}\left(\tfrac12\dot x^2+\tfrac12\omega_0^2x^2\right)=-\kappa\dot x^2 .$$

For $\kappa\ll\omega_0$, the kinetic energy averaged over a cycle is half the energy $E$, so $\langle\dot x^2\rangle=E$ and $\dot E=-\kappa E$. Thus $\kappa$ is an energy decay rate, and amplitudes decay at $\kappa/2$. It includes both radiation and heating of the metal. Likewise, $\gamma$ is the energy decay rate of the emitter. The energy lifetimes are $1/\kappa=3.29$ fs and $1/\gamma=329$ fs.

With coupling, the potential energy is $\tfrac12\omega_0^2(x^2+y^2)+2g\omega_0xy$. In the coordinates $u_\pm=(x\pm y)/\sqrt2$ it becomes $\tfrac12(\omega_0^2\pm2g\omega_0)u_\pm^2$, summed over both signs. This is positive because $2g<\omega_0$. Since both coordinates are damped, free motion dies out and the driven motion remains.

Write $x=\mathrm{Re}[Xe^{-i\omega t}]$, so that $d/dt$ becomes $-i\omega$. At $\omega=\omega_0$ the inertial term $-\omega_0^2X$ cancels the spring term $+\omega_0^2X$. Damping alone balances the drive:

$$-i\kappa\omega_0X_0=F\quad\Rightarrow\quad X_0=\frac{iF}{\kappa\omega_0}.$$

## (b) The resonant dip

*Add the emitter. Find the ratio $S/S_0$ of the scattered powers with and without it at $\omega=\omega_0$, in terms of the cooperativity $C=4g^2/(\kappa\gamma)$. Discuss small and large $C$.*

**Answer.** The inertial and spring terms cancel in both equations, leaving

$$-i\kappa\omega_0X+2g\omega_0Y=F,\qquad -i\gamma\omega_0Y+2g\omega_0X=0 .$$

The second equation gives

$$Y=\frac{2g}{i\gamma}X=-\frac{2ig}{\gamma}X .$$

With the time factor $e^{-i\omega t}$, the factor $-i$ means that the emitter leads the plasmon by a quarter period: it lags the coupling force $-2g\omega_0x$ by a quarter period, and this force is opposite to $x$. Its amplitude is large because its damping is small: here $|Y/X|=2\times20/2=20$. Inserting $Y$ into the first equation,

$$-i\omega_0\left(\kappa+\frac{4g^2}{\gamma}\right)X=-i\kappa\omega_0(1+C)X=F,$$

$$X=\frac{iF}{\kappa\omega_0(1+C)}=\frac{X_0}{1+C}.$$

The emitter therefore acts as extra damping, raising $\kappa$ to $\kappa(1+C)$. The power radiated by a dipole is proportional to $\omega^4|X|^2$. Both cases are compared at the same frequency, so $\omega^4$ cancels:

$$\boxed{\frac{S}{S_0}=\frac{1}{(1+C)^2}}$$

No rotating-wave approximation was made, so within these linear equations the result is exact. For $C\ll1$ the ratio is about $1-2C$; for $C\gg1$ it is about $1/C^2$.

For the given values,

$$C=\frac{4\times20^2}{200\times2}=4,\qquad \frac{S}{S_0}=\frac1{25}=0.04 .$$

Propagating the equations of motion from rest to the steady state gives the same 0.040000. It also gives 0.64 for $C=0.25$, 0.25 for $C=1$ and 0.00073 for $C=36$, in agreement with the formula.

## (c) Forces and energy

*What force does the emitter exert on the plasmon? Where does the energy go, and why is the factor squared?*

**Answer.** Moved to the right-hand side of the plasmon equation, the coupling term is a force of complex amplitude

$$-2g\omega_0Y=\frac{4ig^2\omega_0}{\gamma}X=i\kappa\omega_0C\,X=-\frac{C}{1+C}F .$$

The last step uses $X$ from part (b) and $i^2=-1$. The force opposes the drive, and for $C=4$ it cancels 0.8 of it. The remaining fifth drives the plasmon to one fifth of its former amplitude.

The velocity amplitude of the plasmon is $-i\omega_0X=F/[\kappa(1+C)]$. It is real, hence in phase with the drive, and the mean power drawn is

$$P=\frac12F\,\frac{F}{\kappa(1+C)}=\frac{P_0}{1+C},\qquad P_0=\frac{F^2}{2\kappa}.$$

The mean losses are

$$P_x=\tfrac12\kappa\omega_0^2|X|^2=\frac{P_0}{(1+C)^2},$$

$$P_y=\tfrac12\gamma\omega_0^2|Y|^2=\tfrac12\gamma\omega_0^2\frac{4g^2}{\gamma^2}|X|^2=C\,P_x .$$

They add up to $(1+C)P_x=P_0/(1+C)$, as energy conservation requires.

The square thus has two equal causes. The system draws less power by a factor $1/(1+C)$, and the plasmon loses only a share $1/(1+C)$ of what is drawn. At a fixed frequency, scattering is a fixed fraction of the plasmon loss.

In the example the power drawn falls to $0.20P_0$, of which $0.04P_0$ is lost by the plasmon and $0.16P_0$ by the emitter. Most of the missing scattered light was never taken from the beam.

## (d) The width of the dip

*Let $\delta=\omega-\omega_0$. Find $S/S_0$ near resonance when the plasmon is broad compared with the dip, and find the width of the dip.*

**Answer.** For $|\delta|\ll\omega_0$ we have $\omega_0^2-\omega^2\approx-2\omega_0\delta$, and $\omega$ may be replaced by $\omega_0$ in the damping terms. Then

$$\omega_0^2-\omega^2-i\kappa\omega\approx-2i\omega_0\left(\frac\kappa2-i\delta\right),$$

and likewise for $\gamma$. The emitter equation becomes

$$-2i\omega_0\left(\frac\gamma2-i\delta\right)Y+2g\omega_0X=0\quad\Rightarrow\quad Y=\frac{-ig}{\gamma/2-i\delta}X .$$

Insertion into the plasmon equation gives

$$-2i\omega_0\left[\frac\kappa2-i\delta+\frac{g^2}{\gamma/2-i\delta}\right]X=F .\qquad(1)$$

The bare amplitude $X_0$ follows by setting $g=0$. If $|\delta|\ll\kappa/2$, then $\kappa/2-i\delta\approx\kappa/2$. Dividing, and using $2g^2/\kappa=C\gamma/2$,

$$\frac{X}{X_0}\approx\frac{1}{1+\dfrac{C\gamma/2}{\gamma/2-i\delta}}=\frac{\gamma/2-i\delta}{\gamma(1+C)/2-i\delta}.$$

With $\Gamma=\gamma(1+C)$, the squared modulus is

$$\frac{S}{S_0}\approx\frac{\delta^2+\gamma^2/4}{\delta^2+\Gamma^2/4},\qquad 1-\frac{S}{S_0}\approx\frac{(\Gamma^2-\gamma^2)/4}{\delta^2+\Gamma^2/4}.$$

The missing part is a Lorentzian. It falls to half its central value at $\delta=\pm\Gamma/2$, so the full width at half depth is $\Gamma$. The dip is broader than the emitter line because the emitter also loses energy through the plasmon.

Here $\hbar\Gamma=2\times5=10$ meV, while the full equations give 9.58 meV, which is 4.2 % below the formula. The formula requires $\Gamma\ll\kappa$, and $\Gamma/\kappa=0.05$. With $\gamma$ ten times smaller at the same $\kappa$ and $C$, the deviation drops to 0.43 %.

## (e) Does the dip prove that the modes have split?

*In the near-resonance approximation, find when the free modes have different frequencies. Find also where the scattering spectrum has its maxima. Compare.*

**Answer.** Free modes satisfy equation (1) with $F=0$ and $X\neq0$. Put $s=i\delta$, so that relative to $e^{-i\omega_0t}$ the motion varies as $e^{-i\delta t}=e^{-st}$. Then

$$\left(\frac\kappa2-s\right)\left(\frac\gamma2-s\right)+g^2=0,$$

$$s=\frac{\kappa+\gamma}4\pm\sqrt{\left(\frac{\kappa-\gamma}4\right)^2-g^2}.$$

For $g<(\kappa-\gamma)/4$ both roots are real. The modes then differ in decay rate but share the frequency $\omega_0$. Splitting requires $\hbar g>198/4=49.5$ meV, far above the given 20 meV. The energy widths $2\hbar s$ are

$$2\left(50.5\pm\sqrt{49.5^2-20^2}\right)\ \text{meV},$$

that is, 191.56 and 10.44 meV.

For the maxima, the slowly varying factor $\omega^4$ is dropped, and $|X|^2$ is largest where the squared modulus of the bracket in (1) is smallest. Let $n=\delta^2+\gamma^2/4$. Since $1/(\gamma/2-i\delta)=(\gamma/2+i\delta)/n$, this squared modulus is

$$\left(\frac\kappa2+\frac{g^2\gamma}{2n}\right)^2+\delta^2\left(1-\frac{g^2}{n}\right)^2 .$$

Expand both squares and put $\delta^2=n-\gamma^2/4$. The terms $\pm g^4\gamma^2/(4n^2)$ cancel, leaving

$$\frac{\kappa^2-\gamma^2}4-2g^2+n+\frac{1}{n}\left[g^4+\frac{g^2\gamma(\kappa+\gamma)}2\right].$$

A sum $n+A/n$ with $A>0$ is smallest at $n=\sqrt A$, hence

$$\delta^2=g\sqrt{g^2+\frac{\gamma(\kappa+\gamma)}2}-\frac{\gamma^2}4 .$$

In this approximation, two maxima exist whenever the right-hand side is positive, which is a much weaker condition than splitting. In the example,

$$(\hbar\delta)^2=\left(20\sqrt{400+202}-1\right)\ \text{meV}^2,$$

so $\hbar\delta\approx\pm22$ meV. The full equations, with $\omega^4$ included, place the maxima near $-21.0$ and $+23.4$ meV (the $+23.5$ in the output below is rounding on its frequency grid). The approximate spectrum is even in $\delta$, so the asymmetry comes from the frequency dependence it drops.

Two peaks about $2g$ apart can therefore appear although the mode frequencies coincide in the near-resonance approximation: a narrow dip has been cut into one broad line. In the full equations the mode frequencies differ by 2.7 meV, far less than the distance between the peaks; 2.5 meV of this is the damping shift $\kappa^2/(8\omega_0)$ of the plasmon, present already at $g=0$. Because of this shift the threshold is not sharp in the full equations: at $\hbar g=49.5$ meV the mode frequencies already differ by about 16 meV. Conversely, the resonant factor of part (b) does not depend on which side of the threshold the system lies. The case $C=36$ at the same damping rates needs $\hbar g=60$ meV, which is above the threshold.

## (f) When does the simple factor fail?

*Treat in turn (i) an emitter that is itself driven and radiates, (ii) a detuned plasmon, and (iii) a two-level emitter under stronger drive.*

**Answer (i).** Let the emitter have relative dipole strength $\eta$, taken real. It feels the force $\eta F$, and the total dipole is proportional to $X+\eta Y$. Damping of one oscillator by the other's radiated field is neglected, which requires $\eta\kappa\ll2g$. At resonance the second equation in part (b) now has $\eta F$ on the right. The determinant of the two equations is

$$(-i\kappa\omega_0)(-i\gamma\omega_0)-4g^2\omega_0^2=-\omega_0^2\kappa\gamma(1+C).$$

Cramer's rule then gives

$$X=\frac{(i\gamma+2g\eta)F}{\omega_0\kappa\gamma(1+C)},\qquad Y=\frac{(i\kappa\eta+2g)F}{\omega_0\kappa\gamma(1+C)}.$$

Forming $X+\eta Y$ and dividing by $X_0=iF/(\kappa\omega_0)$,

$$\frac{X+\eta Y}{X_0}=\frac{1+\eta^2\kappa/\gamma-4ig\eta/\gamma}{1+C},$$

$$\frac{S}{S_0}=\frac{(1+\eta^2\kappa/\gamma)^2+(4g\eta/\gamma)^2}{(1+C)^2}.$$

A small $\eta$ is not sufficient by itself, because the emitter moves with a large amplitude: $4g\eta/\gamma$ must be small as well. For $\eta=0.002$ this quantity is 0.08 and the ratio stays at about 0.040. For $\eta=0.02$ it is 0.8 and the ratio rises to about 0.07. In this second case $\eta\kappa/2g=0.1$, and the neglected damping by the other oscillator's radiated field would lower the ratio by up to about 10 %.

**Answer (ii).** Let the emitter lie at $\omega_e$ and the plasmon at $\omega_p$, with $\Delta=\omega_e-\omega_p$, and drive at $\omega_e$. In (1) the plasmon term becomes $\kappa/2-i\Delta$ and the emitter term becomes $\gamma/2$. Dividing by the amplitude of the detuned plasmon alone,

$$\frac{S}{S_0}\approx\left|1+\frac{g^2}{(\kappa/2-i\Delta)\gamma/2}\right|^{-2}=\left|1+\frac{C}{1-2i\Delta/\kappa}\right|^{-2}.$$

This assumes that $|\Delta|$ is small compared with $\omega_e$. For $\hbar\Delta=100$ meV we have $2\Delta/\kappa=1$ and $4/(1-i)=2+2i$. The ratio is $1/|3+2i|^2=1/13=0.077$. The second-order equations, with coupling constant $2g\sqrt{\omega_p\omega_e}$, give 0.081. Detuning by half the plasmon width thus roughly doubles the remaining fraction.

**Answer (iii).** An oscillator can store any number of quanta, whereas a two-level emitter can store one. The linear model therefore needs a small excited-state population. Let $n_0$ be the mean plasmon number without the emitter. Since $|Y/X|^2=400$ and $|X/X_0|^2=1/25$, the linear model predicts an emitter excitation of $400n_0/25=16n_0$.

A quantum master equation with energy decay but no pure dephasing checks this. Here $S/S_0$ is the ratio of mean plasmon numbers.

- For $n_0=10^{-6}$, the excited population is $1.6\times10^{-5}$, as predicted, and $S/S_0=0.0400$.
- For $n_0=10^{-2}$, the linear model would predict 0.16. The computed population is 0.12, and $S/S_0$ has risen to 0.27, almost seven times the linear value. Even a modest population thus changes a deep dip strongly.

The second drive is still weak for the plasmon, which holds on average at most about a hundredth of a quantum, but it is strong enough to saturate the emitter partly. The partly saturated emitter supplies a smaller steady opposing force than in part (c). Part of its excitation also has no fixed phase relative to the drive and feeds incoherent quanta into the plasmon, which the mean plasmon number counts as well. Both effects fill in the dip. For a two-level emitter without pure dephasing, the factor $1/(1+C)^2$ is thus the weak-drive result. The linewidth of a real emitter is often mostly pure dephasing. With $\gamma$ read as the full linewidth, the factor then describes only the coherently scattered part. The total is larger, because energy the emitter does not dissipate returns to the plasmon incoherently. At weak drive and a fixed linewidth of 2 meV, the total $S/S_0$ is 0.11 if 1 meV of the width is energy decay and 0.18 if 0.2 meV is. It approaches $1/(1+C)=0.2$ as the energy decay vanishes. The numerical output below lists the computed populations and ratios.

## Table of computed values

```
resonance energy hbar w0 = 2000 meV
plasmon width hbar kappa = 200 meV
emitter width hbar gamma = 2 meV
coupling hbar g = 20 meV
plasmon energy lifetime = 3.29 fs
emitter energy lifetime = 329 fs
cooperativity C = 4.000 (no unit)
amplitude ratio |Y/X| = 2g/gamma = 20.0 (no unit)
scattering ratio S/S0 from time propagation (no unit):
  C =  0.25: S/S0 = 0.640000
  C =  1.00: S/S0 = 0.250000
  C =  4.00: S/S0 = 0.040000
  C = 36.00: S/S0 = 0.000730
emitter force / drive force = -0.8000 (no unit)
powers relative to power drawn by bare plasmon (no unit):
  drawn with emitter = 0.2000
  lost by plasmon = 0.0400
  lost by emitter = 0.1600
dip full width, full equations = 9.583 meV
dip full width, gamma(1+C) = 10.000 meV
width law relative error = 4.17 percent
same error, gamma ten times smaller = 0.43 percent
largest line-shape error within 10 meV = 0.0579 (no unit)
lower scattering maximum at w0 -21.0 meV
upper scattering maximum at w0 +23.5 meV
coupling needed to split modes = 49.50 meV
narrow mode width = 10.44 meV
broad mode width = 191.56 meV
S/S0 with emitter dipole eta = 0.002: 0.04029 (no unit)
S/S0 with emitter dipole eta = 0.020: 0.06886 (no unit)
emitter minus plasmon energy, detuned case = 100 meV
detuned S/S0, full equations = 0.0813 (no unit)
detuned S/S0, approximate formula = 0.0769 (no unit)
two-level emitter, n0 = plasmon number without emitter (no unit):
  n0 = 1e-06: S/S0 = 0.04003, excited = 1.600e-05
  n0 = 1e-02: S/S0 = 0.26599, excited = 1.224e-01
```
